# Why Allen-Feldman Diffusivities in a Finite Glass Model Need Broadening

**Q.** I have the vibrations of a glass model in a periodic box and want its thermal conductivity from the Allen-Feldman formula. The formula contains an energy-conserving delta function, which I replace by a Lorentzian. When I make the Lorentzian very narrow, which should be the more faithful choice, the conductivity disappears. Is something wrong with my calculation?

**A.** No. A finite, harmonic, disordered box has zero direct-current conductivity, and the narrow Lorentzian reports it. To see this we need the heat current.

Let $u_l$ be the mass-weighted displacement of atom $l$ at position $R_l$, $v_l=\dot u_l$, and $D_{lm}$ the $3\times3$ blocks of the real symmetric dynamical matrix, so that $\dot v_l=-\sum_m D_{lm}u_m$. Give each atom its kinetic energy and a share of the potential energy, chosen so that the shares add up to the total $\tfrac12\sum_{lm}u_lD_{lm}u_m$:

$$h_l=\tfrac12 v_l^2+\tfrac12\sum_m u_l D_{lm}u_m .$$

Differentiate and insert the equation of motion. The kinetic term gives $-\sum_m v_lD_{lm}u_m$ and the bond term gives $\tfrac12\sum_m(v_lD_{lm}u_m+u_lD_{lm}v_m)$, so

$$\dot h_l=\tfrac12\sum_m\left(u_lD_{lm}v_m-v_lD_{lm}u_m\right).$$

The heat current, integrated over the volume, is $J=\sum_l R_l\dot h_l$; take one Cartesian component. In the second term exchange the names $l$ and $m$ and use $v_mD_{ml}u_l=u_lD_{lm}v_m$. Then

$$J=\tfrac12\sum_{lm}(R_l-R_m)\,u_lD_{lm}v_m .$$

Only bond vectors appear, so this form also defines the current in a periodic box, with $R_l-R_m$ taken to the nearest image. The share of potential energy is not unique. Splitting each bond's energy equally between its two atoms adds a total time derivative to $J$, which drops out for equal frequencies but not at a finite width: in one sample of the example below it lowers $\kappa$ by less than 1% up to 30 level spacings, by about 2% at 100 and by about 10% at 1000.

Now expand in normal modes, $u_l=\sum_i e_i(l)q_i$, with real $e_i$ and angular frequencies $\omega_i$. The uniform translations are removed.

$$J=\tfrac12\sum_{ij}A_{ij}\,q_i\dot q_j,\qquad A_{ij}=\sum_{lm}(R_l-R_m)\,e_i(l)D_{lm}e_j(m).$$

Exchanging $l$ and $m$ reverses the bond vector, so $A_{ji}=-A_{ij}$ and $A_{ii}=0$. A single real mode is a standing wave and carries no current. Current needs two modes, in the combination $q_i\dot q_j-q_j\dot q_i$, which changes at the rate

$$\frac{d}{dt}(q_i\dot q_j-q_j\dot q_i)=(\omega_i^2-\omega_j^2)\,q_iq_j .$$

For equal frequencies the combination is constant and heat flows steadily. For unequal ones the products $q_i\dot q_j$ contain only the frequencies $\omega_i\pm\omega_j$, neither of which is zero, so the current sloshes back and forth with zero long-time average. Disorder generally leaves no two frequencies equal, so no mode has an energy-conserving partner. All this concerns the modes of the box at zero Bloch wavevector. At a generic wavevector the repeated box acts as a crystal: the modes are complex and have group velocities (about 350 m/s rms in a 125-atom version of the network below), and their diagonal term grows as the width shrinks.

**Q.** How does that become a diffusivity with a width in it?

**A.** Through the Green-Kubo integral with a damping factor $e^{-\eta t}$:

$$\kappa=\frac{1}{Vk_BT^2}\int_0^\infty e^{-\eta t}\langle J(t)J(0)\rangle\,dt .$$

Take classical modes first. They are independent and Gaussian, with $\langle q_i^2\rangle=k_BT/\omega_i^2$ and $\langle\dot q_i^2\rangle=k_BT$. From $q_i(t)=q_i\cos\omega_it+(\dot q_i/\omega_i)\sin\omega_it$,

$$\langle q_i(t)q_i\rangle=\frac{k_BT}{\omega_i^2}\cos\omega_it,\qquad \langle\dot q_i(t)\dot q_i\rangle=k_BT\cos\omega_it,$$
$$\langle q_i(t)\dot q_i\rangle=\frac{k_BT}{\omega_i}\sin\omega_it,\qquad \langle\dot q_i(t)q_i\rangle=-\frac{k_BT}{\omega_i}\sin\omega_it .$$

A Gaussian average of four factors is a sum over pairings. Pairing $q$ with $q$ and $\dot q$ with $\dot q$ gives $A_{ij}^2$. Cross pairing gives $A_{ij}A_{ji}=-A_{ij}^2$, whose minus sign cancels the one in the last correlation. Equal-time pairing gives zero. Therefore

$$\langle J(t)J(0)\rangle=\frac{(k_BT)^2}{4}\sum_{ij}A_{ij}^2\left[\frac{\cos\omega_it\cos\omega_jt}{\omega_i^2}+\frac{\sin\omega_it\sin\omega_jt}{\omega_i\omega_j}\right].$$

Since $A_{ij}^2$ is symmetric, $1/\omega_i^2$ may be replaced by $\tfrac12(1/\omega_i^2+1/\omega_j^2)$. Writing the products as cosines of difference and sum frequencies, the coefficient of $\cos(\omega_i-\omega_j)t$ in the bracket is

$$\tfrac12\left[\tfrac12\left(\tfrac1{\omega_i^2}+\tfrac1{\omega_j^2}\right)+\tfrac1{\omega_i\omega_j}\right]=\tfrac14\left(\tfrac1{\omega_i}+\tfrac1{\omega_j}\right)^2 .$$

The sum frequency gets $\tfrac14(1/\omega_i-1/\omega_j)^2$, which vanishes at resonance; I drop that part. With $\int_0^\infty e^{-\eta t}\cos\Omega t\,dt=\eta/(\Omega^2+\eta^2)$ we obtain $\kappa=(k_B/V)\sum_iD_i$, where

$$D_i=\sum_{j\ne i}\frac{A_{ij}^2(\omega_i+\omega_j)^2}{16\,\omega_i^2\omega_j^2}\;\frac{\eta}{(\omega_i-\omega_j)^2+\eta^2}.$$

For an isotropic result, $A_{ij}^2$ is averaged over the three directions. If the Lorentzian factor becomes $\pi\delta(\omega_i-\omega_j)$, this is the Allen-Feldman form $D_i=(\pi/4\omega_i^2)\sum_jA_{ij}^2\,\delta(\omega_i-\omega_j)$.

**Q.** My modes are quantum oscillators at room temperature. Does that matter?

**A.** It changes the weight of each mode, not the argument. Insert $q_i=\sqrt{\hbar/2\omega_i}\,(a_i+a_i^\dagger)$ and $\dot q_j=-i\sqrt{\hbar\omega_j/2}\,(a_j-a_j^\dagger)$. The operator $a_i^\dagger a_j$ arises from both $A_{ij}q_i\dot q_j$ and $A_{ji}q_j\dot q_i$, and its coefficient in $J$ is

$$J_{ij}=-\frac{i\hbar}{4}A_{ij}\left(\sqrt{\frac{\omega_j}{\omega_i}}+\sqrt{\frac{\omega_i}{\omega_j}}\right)=-\frac{i\hbar A_{ij}(\omega_i+\omega_j)}{4\sqrt{\omega_i\omega_j}} .$$

The quantum Kubo formula replaces $\langle J(t)J(0)\rangle/k_BT$ by $\int_0^{\beta}d\lambda\,\langle J(-i\hbar\lambda)J(t)\rangle$, with $\beta=1/k_BT$. For this pair the thermal average is $n_i(1+n_j)$, with $n$ the Bose occupation, and imaginary time supplies $e^{\lambda\hbar(\omega_i-\omega_j)}$. Using $n_ie^{\beta\hbar\omega_i}=1+n_i$ and $(1+n_j)e^{-\beta\hbar\omega_j}=n_j$,

$$\int_0^\beta d\lambda\,n_i(1+n_j)e^{\lambda\hbar(\omega_i-\omega_j)}=\frac{(1+n_i)n_j-n_i(1+n_j)}{\hbar(\omega_i-\omega_j)}=\frac{n_i-n_j}{\hbar(\omega_j-\omega_i)} .$$

As $\omega_j\to\omega_i$ this tends to $-\hbar^{-1}\partial n/\partial\omega_i$. Because $n$ depends on $\omega/T$ alone, that equals $TC_i/(\hbar\omega_i)^2$, where $C_i=\hbar\omega_i\,\partial n/\partial T$ is the mode heat capacity. Multiplying by $|J_{ij}|^2/(VT)$ gives, near resonance,

$$\kappa=\frac1V\sum_iC_iD_i .$$

In the example below, at a width of three level spacings, the full pair weight and this simpler form agree to the four decimals printed.

**Q.** Then what happens as the width goes to zero? And is disorder really the cause? A perfect crystal has discrete modes too, and it conducts very well.

**A.** If $\eta$ is far below every gap, each Lorentzian factor becomes $\eta/(\omega_i-\omega_j)^2$, so $\kappa\propto\eta$. If two modes are degenerate and $A_{ij}\ne0$, their factor is $1/\eta$, and $\kappa$ diverges. A crystal has such pairs: the sine and cosine waves of one wavevector combine into travelling waves. So discreteness alone does not stop the heat; discreteness without current-carrying degeneracy does.

A test on 27 atoms evaluated the damped classical correlation integral directly from the equations of motion, without normal modes. Reducing $\eta$ tenfold multiplied $\kappa$ by 0.1000 in a random network and by 10.0000 in a cubic crystal. In the same random network the mode sum, with the sum-frequency part retained, agreed with the direct integral to a relative error of $3\times10^{-13}$.

**Q.** But a large piece of real glass is also finite, and it conducts. What entitles me to put the width back?

**A.** The order of limits. For the bulk diffusivity at a given frequency, the size goes to infinity first, so that the levels become continuous, and then $\eta\to0$. The total $\kappa$ of a strictly harmonic three-dimensional model has no such limit. Disorder damps long waves at a rate $\gamma=Aq^4$ (Rayleigh scattering; in a 17576-atom version of the network below, the width of transverse waves grows as $q^{3.9}$ for $0.5\le qa\le1.5$). Their diffusivity is about $c^2/[3(2\gamma+\eta)]$, with $c$ the sound speed, and $\int q^2dq/(2Aq^4+\eta)\propto\eta^{-1/4}$ grows without bound as $\eta\to0$. In a real glass, anharmonic damping or the sample's boundaries cut this off. In a finite model, the factor $e^{-\eta t}$ cuts off the current correlation before times of order $1/\Delta$, where $\Delta$ is the mean level spacing and the discreteness of the spectrum begins to show. The width stands in for the missing continuum; it need not be a physical damping. The requirement is

$$\Delta\ll\eta\ll W,$$

where $W$ is the frequency range over which the mode density and the current matrix elements change appreciably.

**Q.** How far above the spacing is enough?

**A.** For extended, diffusive modes we can estimate it. Suppose the pair strengths near resonance have mean $\bar s$ and are independent of the gaps. A continuum of density $1/\Delta$ gives $D_\infty=\pi\bar s/\Delta$. In the finite model, levels repel: at a distance $y$ (in spacings) from a given level, the density of others is reduced by a factor $1-Y(y)$. With $x=\eta/\Delta$,

$$\frac{D(\eta)}{D_\infty}=f(x)=1-\int_{-\infty}^{\infty}\frac{x/\pi}{y^2+x^2}\,Y(y)\,dy=1-2\int_0^\infty b(t)\,e^{-2\pi xt}dt .$$

The last step uses the Fourier transform $b(t)$ of $Y(y)$ and that of the Lorentzian, $e^{-2\pi x|t|}$. For $b$ I take over the result for large real symmetric random matrices: $b=1-2t+t\ln(1+2t)$ for $t\le1$, and $b=-1+t\ln\frac{2t+1}{2t-1}$ for $t>1$. Its use for a glass is an assumption, to be tested on the spectrum. In the middle of the spectrum of the model below, the mean ratio of the smaller to the larger of two adjacent gaps is 0.52, against 0.53 for such matrices and 0.39 for uncorrelated levels, and the pair strengths show no clear dependence on the gap. For the lowest 5% of the modes the ratio is about 0.47 and the strengths do vary with the gap, so the law is applied to the mid-band only.

For $x\gg1$ only $b(0)=1$ matters, so

$$f\simeq1-\frac{1}{\pi x}.$$

The deficit is slow to vanish because repulsion clears exactly one level's worth of partners from around the mode, $\int Y\,dy=b(0)=1$. Uncorrelated levels, with $Y=0$, would show no such deficit on average. For $x\ll1$, linear repulsion, $1-Y\simeq(\pi^2/6)|y|$, gives

$$f\simeq\frac{2x}{\pi}\,\frac{\pi^2}{6}\int_0^{\sim1}\frac{y\,dy}{y^2+x^2}\simeq\frac{\pi x}{3}\ln\frac1x .$$

The logarithm comes from averaging over an ensemble with arbitrarily close pairs. A given finite sample becomes linear in $\eta$ once $\eta$ is well below its smallest gap. There is thus no sharp threshold at one spacing.

**Q.** Can you show this with numbers from something like an oxide dielectric?

**A.** I take a random spring network with rough values suggested by silica glass: density 2.2 g/cm³, mean atomic mass 20 u, mean longitudinal spring 20 N/m, and 300 K. Atoms of one kind are placed at random no closer than $0.75a$, and pairs within $1.4a$ are joined. Spring strengths are uniform between 0.1 and 1.9 times the mean, with transverse springs 0.3 times the longitudinal ones. This matches silica in density and rough frequency scale only: each atom has about 11 neighbours, against 2.67 on average in the silica network, and the transverse springs resist a rigid rotation, which costs no energy in a real solid. The length unit is

$$a=\left(\frac{20\ \mathrm u}{2.2\ \mathrm{g/cm^3}}\right)^{1/3}=0.247\ \mathrm{nm}.$$

A box of 343 atoms has side $7a=1.73$ nm and $3\times343-3=1026$ modes. Three samples were averaged. The spacing in the middle 30% of the modes is $\Delta=0.0266$ meV (frequencies are quoted as $\hbar\omega$). There $D_\infty=0.205$ mm²/s, obtained from the level density and the mean strength of pairs within ten spacings, without a Lorentzian. Windows from 3 to 40 spacings shift it by up to about 4%, which carries over to the ratio $D/D_\infty$, and other single samples give 0.19 to 0.20.

| $\eta/\Delta$ | $\kappa$, W/(m K) | mid-band $D/D_\infty$ | $f$ |
|---|---|---|---|
| 0.001 | 0.0019 | 0.005 | 0.008 |
| 0.01 | 0.019 | 0.048 | 0.051 |
| 0.1 | 0.14 | 0.28 | 0.27 |
| 1 | 0.51 | 0.76 | 0.76 |
| 3 | 0.71 | 0.90 | 0.90 |
| 10 | 0.85 | 0.97 | 0.97 |
| 30 | 0.85 | 0.99 | 0.99 |
| 100 | 0.68 | 0.95 | 1.00 |
| 1000 | 0.24 | 0.39 | 1.00 |

The first two rows show the linear collapse. From 0.1 to 30 spacings the repulsion law follows the mid-band diffusivity of these three samples to within 0.01. Other sets of a few samples deviate by about 0.02 below one spacing, and single samples by up to 0.06 at 0.1 spacings. At one spacing a quarter of that diffusivity is still missing. At 100 spacings, or 2.7 meV, the total conductivity has fallen because the Lorentzian mixes unlike parts of the spectrum and spills beyond it. Most of the loss comes from the lowest 5% of the modes, whose contribution halves between 10 and 100 spacings while that of the highest 35% still rises slightly. The two rows at 0.85 therefore bracket a broad maximum, not a true plateau. Nine other samples range from 0.76 to 0.95 at ten spacings and from 0.79 to 0.87 at thirty, so a single sample can be off by up to about 0.1 W/(m K).

**Q.** The total conductivity at three spacings is only 0.71, although the mid-band diffusivity has reached 90%. Why?

**A.** The spacing is not uniform. Averaged over the whole spectrum, from 12.1 to 58.7 meV, it is $46.6/1025=0.045$ meV, 1.7 times the mid-band value. A width of three mid-band spacings is therefore fewer than two average ones.

The middle modes also do not set the total. There are three modes per atom, and each atom occupies a volume $a^3$. If all modes had the mid-band diffusivity and the full classical heat capacity, then

$$\kappa\approx\frac{3k_BD_\infty}{a^3}\approx0.56\ \mathrm{W/(m\,K)},$$

about two thirds of 0.85 (with the mean quantum heat capacity, $0.84k_B$, it is 0.47). The sparse low-frequency modes supply the difference: in boxes of this size the lowest 5% of the modes carry about 30 to 45% of $\kappa$ at ten spacings, depending on the sample, and about half of the rise from three to ten spacings. Convergence should therefore be judged with the local spacing of the modes that carry the heat. In this box the lowest modes have no window $\Delta\ll\eta\ll W$: they come in shells (a gap of 1 to 1.5 meV follows the lowest twelve), and the diffusivity of the lowest 5% passes through a maximum near 0.3 to 0.5 meV whose height differs between samples by nearly a factor of two.

**Q.** How do I know that the plateau belongs to the glass and not to the box?

**A.** Compare box sizes at the same absolute width. A 125-atom box, averaged over ten samples, has a mid-band spacing of 0.072 meV. At $\eta=0.0080$ meV, below the spacing in both boxes, its mid-band diffusivity is 0.64 of the larger box's. At $\eta=0.217$ meV, three spacings in the small box and about eight in the large one, the ratio is 0.95. The law predicts nearly that: $0.904/[1-1/(8.15\pi)]=0.94$. One 729-atom sample lies within 3% of the 343-atom value for $\eta$ from 0.2 to 1.5 meV. For the mid-band diffusivity, the dependence on the box largely disappears once both spectra are smoothed. The total conductivity does not pass this test. At $\eta=0.4$ meV it is about 0.7, 0.9 and 1.0 W/(m K) for 125, 343 and 729 atoms (one sample for the largest; 343-atom samples scatter by 0.05 to 0.1), and about $1.2\pm0.1$ in one 3375-atom sample, so the value 0.85 still belongs to the 343-atom box.

A plateau is not guaranteed for every mode. In a box much larger than the localization length, localized modes with nearly equal frequencies tend to lie far apart and have negligible $A_{ij}$, so a diffusivity that keeps falling as $\eta$ is reduced may be genuine for them. The 343-atom box is too small to show this: its highest 20 modes are confined to a few per cent of the atoms, yet their pair strengths with spectral neighbours are on average still about half of those in the mid-band.

**Q.** Real vibrations have anharmonic widths. Could I simply use those?

**A.** Yes, if they are known and lie well above the local spacing. Amplitudes decaying at rates $\gamma_i$ and $\gamma_j$ make their product decay at $\gamma_i+\gamma_j$, which then takes the place of $\eta$. With a rough assumed half-width of 0.5 meV for every mode, $\eta=1.0$ meV, or 38 mid-band spacings but only about six mean spacings (0.16 meV) of the lowest 5% of the modes, and $\kappa=0.83$ W/(m K), 3% below the value at ten spacings in the three-sample average (single samples shift by $+2$% to $-12$%). A uniform width is generous to the low modes: anharmonic widths fall roughly as $\omega^2$ at low frequency, and 0.5 meV at the median frequency would leave the lowest modes with $\eta\approx0.1$ meV, below their spacing. If the physical width were not well above the local spacing, the box would still need a larger, artificial one.

**Q.** May I compare 0.85 W/(m K) with an actual interlayer dielectric?

**A.** Only as an order of magnitude, since at $\eta=0.4$ meV the value rises by about 0.1 W/(m K) on going from 343 to 729 atoms and by roughly 0.3 on going to 3375 atoms. Dense silica glass conducts roughly 1.4 W/(m K) at room temperature. The model has one atomic species, and its spectrum ends at 58.7 meV, whereas that of silica reaches roughly 150 meV. A stiff mode at 130 meV has a heat capacity of only $0.17k_B$ at 300 K, so the model, which places all its modes at lower frequencies, overestimates the heat capacity.

The box also lacks waves longer than its side $L$. The lowest mode gives a rough speed $c=\omega_{\min}L/2\pi=5.1$ km/s. This is a low estimate: the model's long-wave speeds are about 5.6 km/s (transverse) and 6.9 km/s (longitudinal), against roughly 3.8 and 6.0 km/s in silica. Assume three branches with this speed, classical heat capacity, and a mean free path $L(q_c/q)^2$, with $q_c=2\pi/L$. Then

$$\kappa_{\rm long}=\int_0^{q_c}\frac{3q^2}{2\pi^2}\,k_B\,\frac{cL}{3}\,\frac{q_c^2}{q^2}\,dq=\frac{k_BcLq_c^3}{2\pi^2}\approx0.29\ \mathrm{W/(m\,K)} .$$

That is a third of the model's result, and it depends directly on the assumed path and cutoff. The assumed path stands for extra damping that the harmonic network does not have: the network's own transverse path near $q_c$ is roughly $40a$, some six times $L$, and grows about as $q^{-4}$, for which the integral diverges at small $q$. The sphere $q<q_c$ holds $4\pi\approx12.6$ modes, whereas the box lacks only the three at $q=0$; ending the integral at $0.62\,q_c$, which encloses three modes, gives 0.18 W/(m K). No choice of $\eta$ restores these waves.

Porous low-k films break the assumption of a dense solid. Their matrix is usually a carbon-doped organosilicate rather than silica, so what follows estimates only the geometric effect of the pores. An insulating spherical pore of radius $r_0$ in a temperature gradient $G$ adds a dipole field of strength $Gr_0^3/2$. Equating the dipoles of pores with volume fraction $p$ to that of a uniform sphere of conductivity $\kappa_p$ gives $(\kappa-\kappa_p)/(\kappa_p+2\kappa)=p/2$, hence

$$\frac{\kappa_p}{\kappa}=\frac{1-p}{1+p/2}.$$

For $p=0.3$ the factor is 0.61, which lowers 0.85 to about 0.52 W/(m K). For an isotropic solid with insulating pores this factor is an upper bound. Cutting one pore of radius 0.72 nm, 30% of the volume, out of the 343-atom network gives factors between about 0.4 and 0.6, depending on the sample and rising with $\eta$ between 0.27 and 1.5 meV. The factor 0.61 neglects interaction between pores, extra vibrational scattering at their surfaces, and thermal resistance at the film's interfaces.

**Q.** So what should I do with my own model?

**A.** Compute $\kappa$ over several decades of $\eta$, marking the local level spacing. Accept a value where $\kappa$ is flat well above that spacing and the same width gives the same result in a larger box. Apply this test to the diffusivity in a frequency band: if its curve turns down at large $\eta$ before it has flattened, the box is too small for that band, or the band's modes are localized and have no plateau to find. In the example the mid-band diffusivity meets both conditions, but the total conductivity meets neither: it has a broad maximum and it grows with the box. At a fixed width the growth with the box must level off, since $\int q^2dq/(2Aq^4+\eta)$ is finite, but a larger harmonic box does not make $\kappa$ flat in $\eta$, because the long-wave part keeps rising, ultimately as $\eta^{-1/4}$. One 3375-atom sample gives about 0.8, 1.0 and 1.2 W/(m K), each to about 0.1, at 1.6, 0.8 and 0.4 meV. That part needs physical widths or a separate treatment. The numerical output following this exchange gives the full set of widths.

## Computed results

```
density 2.2 g/cm3, mean mass 20 u
mean spring 20 N/m, transverse/longitudinal 0.3
temperature 300 K
length a 0.2471 nm, box side 1.730 nm
atoms 343, modes kept 1026, samples 3
energy unit hbar*w0 16.15 meV
lowest mode 12.09 meV
highest mode 58.7 meV
mid-band mean spacing 0.0266 meV
smallest gap in 3 samples 3.85e-04 meV
mid-band plateau diffusivity 0.205 mm2/s
eta/spacing | eta meV | kappa W/(m K) | D/plateau | repulsion law
   0.001  2.664e-05  1.892e-03   0.0049   0.0075
    0.01  2.664e-04  1.869e-02   0.0478   0.0511
     0.1  2.664e-03  1.412e-01   0.2785   0.2725
     0.3  7.991e-03  2.898e-01   0.4992   0.4993
       1  2.664e-02  5.119e-01   0.7595   0.7597
       3  7.991e-02  7.141e-01   0.9032   0.9041
      10  2.664e-01  8.549e-01   0.9679   0.9692
      30  7.991e-01  8.484e-01   0.9859   0.9895
     100  2.664e+00  6.787e-01   0.9512   0.9968
    1000  2.664e+01  2.365e-01   0.3925   0.9998
kappa spread over samples at eta=3 spacings 0.041 W/(m K)
small box: atoms 125, samples 10
small-box mid-band spacing 0.0724 meV
D small/big at eta 0.0080 meV: 0.640
D small/big at eta 0.2171 meV: 0.951
27-atom glass: kappa(1e-6 w0)/kappa(1e-5 w0) 0.1000
27-atom crystal: same ratio 10.0000
mode sum vs phase space, worst rel. error 3.0e-13
quantum formula / number-state sum 1.00000000
pair-weight kappa / mode-wise kappa 1.0000
assumed anharmonic half-width per mode 0.5 meV (rough)
kappa with that width for each mode 0.827 W/(m K)
sound speed from lowest mode 5.06 km/s
missing long waves, rough kappa 0.293 W/(m K)
heat capacity of 130 meV mode 0.168 k_B
porosity 0.3: Maxwell factor on kappa 0.609
```
